# Thermally Activated Jumps in Point and Line Thermal Spikes, part 1

(Sections cited here and not found follow in the second part.)

## First half: from heat flow to the two power laws

Q: An implanted ion leaves some energy in a small region of a cold solid. The region heats up, atoms jump over barriers, and the heat spreads away. If I double the energy, I can heat twice as many atoms to the same temperature. Why should I not expect twice as many jumps?

A: You have counted the atoms but not the time for which they stay hot. The number of jumps is a rate integrated over volume and over time. A larger hot region also cools more slowly, because the heat has farther to diffuse. Both factors grow with the deposited energy, so the count grows faster than the energy itself.

Q: How much faster? Before you answer, tell me what kind of deposit and what kind of solid you mean.

A: I take two idealized deposits. In a point spike, an energy $Q$ is released at one point at time zero. In a line spike, an energy $F$ per unit length is released at time zero along an infinite straight line. The first stands for a compact cascade, the second for a dense, straight ion track.

The solid is infinite and isotropic, and its temperature before the deposit is zero. I use $\theta=k_BT$, so that temperature is an energy. The heat capacity per volume is constant, and I write it as $k_Bc$. Then $c$ has the dimension of an inverse volume, and the thermal energy per volume is $c\theta$. The algebra is in atomic units, with lengths in bohr and energies in hartree. No formula below contains the electron's charge or mass, or Planck's constant, so each keeps its form when the numbers are later put in as nm, ps and eV.

Let $S$ stand for $Q$ in the point case and for $F$ in the line case. Let $d$ be the number of directions in which the heat spreads, three for the point and two for the line. For the line, "volume" will mean area in the plane across the track, and every total will be a total per unit length.

Q: Then give me the size of the effect without solving anything.

A: Choose some temperature $\theta$. The energy can heat a region of volume about $S/(c\theta)$ to that temperature. The linear size of the region is

$$
L\sim\left(\frac{S}{c\theta}\right)^{1/d}.
$$

With diffusivity $D$, heat leaves a region of size $L$ in a time of order $L^2/D$. The product of volume and time is therefore

$$
L^d\,\frac{L^2}{D}=\frac{L^{d+2}}{D}\sim\frac1D\left(\frac{S}{c\theta}\right)^{(d+2)/d}.
$$

The exponent is $1+2/d$. It equals $5/3$ for the point and $2$ for the line. The 1 comes from the number of heated atoms, and the $2/d$ comes from the cooling time.

Q: That is an estimate at one chosen temperature. A real spike has all temperatures at once, and the jump rate depends on temperature exponentially. An exponential could easily spoil a power law.

A: It could if the distribution over temperatures changed its form with $S$. We need the temperature field to see that it does not. Start with the conservation of energy. If $\mathbf J$ is the heat flux, then

$$
c\,\frac{\partial\theta}{\partial t}=-\nabla\cdot\mathbf J .
$$

Fourier's law says that heat flows down the temperature gradient, $\mathbf J=-cD\nabla\theta$. This defines $D$ as the conductivity divided by the heat capacity. Since $c$ and $D$ are constant, they can be taken outside the derivatives, and

$$
\frac{\partial\theta}{\partial t}=D\nabla^2\theta .
$$

For the line spike nothing varies along the track, so the Laplacian acts in the two transverse directions. With $a=d/2$, the solution is

$$
\theta(r,t)=\frac{S}{c}\,\frac{1}{(4\pi Dt)^{a}}\exp\left(-\frac{r^2}{4Dt}\right).
$$

Q: You have written it down. Show me that it solves the equation and carries the right energy.

A: The time derivative acts on the prefactor and on the exponent:

$$
\frac{\partial\theta}{\partial t}=\theta\left(-\frac{a}{t}+\frac{r^2}{4Dt^2}\right).
$$

The gradient is $\nabla\theta=-\theta\,\mathbf r/(2Dt)$. Take the divergence. The derivative of $\theta$ gives one term, and $\nabla\cdot\mathbf r=d$ gives the other:

$$
\nabla^2\theta=\theta\left(\frac{r^2}{4D^2t^2}-\frac{d}{2Dt}\right).
$$

Multiplication by $D$ gives $\theta[r^2/(4Dt^2)-d/(2t)]$. Because $a=d/2$, this equals the time derivative.

For the energy, each Cartesian direction contributes a Gaussian integral $(4\pi Dt)^{1/2}$. The $d$ directions together give $(4\pi Dt)^{a}$, which cancels the prefactor. Hence $c\int\theta\,d^dr=S$ at every time $t>0$. As $t\to0$ the field vanishes at any fixed $r>0$, so all the energy starts at the origin, as required.

Q: Good. Now you have a field that varies in space and time. How do you sort it by temperature?

A: Ask for the region that is hotter than a chosen $\theta$. The field falls with $r$, so at each time this region is a ball, or a disc for the line. Its centre has the temperature $(S/c)(4\pi Dt)^{-a}$, which falls with time. The region disappears when the centre has cooled to $\theta$. That happens at the time $t_m$ given by

$$
\frac{S}{c}(4\pi Dt_m)^{-a}=\theta
\quad\Longrightarrow\quad
t_m=\frac{1}{4\pi D}\left(\frac{S}{c\theta}\right)^{1/a}.
$$

At an earlier time the edge of the region lies at the radius $R$ where the field equals $\theta$. Divide the central temperature by $\theta$ and use the definition of $t_m$:

$$
\frac{(S/c)(4\pi Dt)^{-a}}{\theta}=\left(\frac{t_m}{t}\right)^a .
$$

The condition at the edge is then $(t_m/t)^a\exp[-R^2/(4Dt)]=1$. Its logarithm gives

$$
R^2=4Dt\,a\ln\frac{t_m}{t}.
$$

The radius is zero at $t=0$, grows, and returns to zero at $t_m$. The hot region first spreads and then shrinks while the heat itself continues to spread.

Q: And the total exposure to temperatures above $\theta$?

A: It is the volume of this region integrated over time. Call it the space-time volume $\Omega(\theta)$. A ball of radius $R$ in $d$ dimensions has volume $\pi^aR^{2a}/\Gamma(a+1)$. For $d=3$, $\Gamma(5/2)=3\sqrt\pi/4$ gives the familiar $4\pi R^3/3$. For $d=2$, $\Gamma(2)=1$ gives $\pi R^2$. Thus

$$
\Omega(\theta)=\frac{\pi^a}{\Gamma(a+1)}\int_0^{t_m}\left(4Dt\,a\ln\frac{t_m}{t}\right)^a dt .
$$

Set $t=t_ms$. One factor $t_m$ comes from $dt$ and a factor $t_m^a$ from the bracket:

$$
\Omega(\theta)=\frac{\pi^a(4Da)^a}{\Gamma(a+1)}\,t_m^{a+1}\int_0^1s^a(-\ln s)^a\,ds .
$$

For the remaining integral set $s=e^{-y}$, so that $ds=-e^{-y}dy$ and the limits become infinity and zero. The minus sign reverses them:

$$
\int_0^1s^a(-\ln s)^ads=\int_0^\infty y^ae^{-(a+1)y}dy=\frac{\Gamma(a+1)}{(a+1)^{a+1}} .
$$

The last step rescales $y$ by $a+1$ and uses the definition of the gamma function. The two factors $\Gamma(a+1)$ cancel:

$$
\Omega(\theta)=(4\pi D)^a\,\frac{a^a}{(a+1)^{a+1}}\,t_m^{a+1}.
$$

Now insert $t_m$. Its power contributes $(4\pi D)^{-(a+1)}$, which leaves a single factor $1/(4\pi D)$. The power of $S/(c\theta)$ is $(a+1)/a=1+2/d$, which I call $p$. Therefore

$$
\Omega(\theta)=\frac BD\left(\frac{S}{c\theta}\right)^p,\qquad
B=\frac{a^a}{4\pi(a+1)^{a+1}},\qquad p=1+\frac2d .
$$

The rough estimate has become an equality with a known constant. The dependence on $S$ factors out at every temperature, and with the same power.

Q: So the shape of the temperature distribution does not depend on the energy. I see why that matters. Now bring in the jumps.

A: Let there be $n$ atoms per volume. Each attempts a jump at the rate $\nu$ and succeeds with the probability $e^{-E/\theta}$, where $E$ is the barrier and $\theta$ is the local temperature at that moment. I count the expected number of jumps. An atom that jumps three times contributes three.

The space-time volume with temperature between $\theta$ and $\theta+d\theta$ is $\Omega(\theta)-\Omega(\theta+d\theta)=-\Omega'(\theta)\,d\theta$. The minus sign is there because $\Omega$ falls as $\theta$ rises, and the volume is positive. The number of jumps is

$$
N=n\nu\int_0^\infty e^{-E/\theta}\left(-\frac{d\Omega}{d\theta}\right)d\theta .
$$

Differentiation of $\theta^{-p}$ gives $-p\,\theta^{-p-1}$, so

$$
N=\frac{n\nu B}{D}\left(\frac Sc\right)^p p\int_0^\infty\theta^{-p-1}e^{-E/\theta}\,d\theta .
$$

Substitute $x=E/\theta$. Then $\theta=E/x$ and $d\theta=-(E/x^2)\,dx$. The factor $\theta^{-p-1}$ becomes $E^{-p-1}x^{p+1}$. The limits are reversed, which removes the minus sign, and

$$
\int_0^\infty\theta^{-p-1}e^{-E/\theta}d\theta
=E^{-p}\int_0^\infty x^{p-1}e^{-x}dx=E^{-p}\Gamma(p).
$$

With $p\,\Gamma(p)=\Gamma(p+1)$, the result is

$$
N=A_d\,\frac{n\nu}{D}\left(\frac{S}{cE}\right)^p,\qquad A_d=B\,\Gamma(p+1).
$$

Q: Write out the two cases. I want to see where each factor goes.

A: For the point, $d=3$, $a=3/2$ and $p=5/3$. The ratio in $B$ is

$$
\frac{(3/2)^{3/2}}{(5/2)^{5/2}}=\frac25\left(\frac35\right)^{3/2}.
$$

Also $\Gamma(8/3)=\frac53\Gamma(5/3)$. The product $\frac25\cdot\frac53$ is $\frac23$, and division by $4\pi$ gives $1/(6\pi)$. Hence

$$
N_{\rm point}=\frac{\Gamma(5/3)}{6\pi}\left(\frac35\right)^{3/2}\frac{n\nu}{D}\left(\frac{Q}{cE}\right)^{5/3}.
$$

The numerical prefactor is 0.02226. For the line, $d=2$, $a=1$ and $p=2$. Then $B=1/(16\pi)$ and $\Gamma(3)=2$, so the number of jumps per unit length is

$$
N_{\rm line}=\frac{1}{8\pi}\,\frac{n\nu}{D}\left(\frac{F}{cE}\right)^2 ,
$$

with the prefactor 0.03979. The dimensions agree. The quantity $Q/(cE)$ is a volume, so its $5/3$ power is a length to the fifth. The factor $n\nu/D$ is an inverse length to the fifth, and the point count is a pure number. For the line, $F/(cE)$ is an area, its square is a length to the fourth, and one inverse length remains.

Q: The barrier appears with the same power as the energy. I expected an exponential dependence on the barrier, since every jump has one.

A: At a fixed temperature you would find it. A spike that starts from a point has no fixed temperature. It passes through all temperatures, from very high ones down to zero. If the barrier is raised, the jumps move to hotter parts of the spike. Those parts are smaller and shorter-lived, and $\Omega(\theta)$ measures the loss as a power of $\theta$. The price of a higher barrier is therefore $E^{-5/3}$ or $E^{-2}$ when $n$, $\nu$, $c$, $D$ and $S$ are held fixed.

Q: Then does the power of the deposited energy need the Arrhenius rate at all?

A: No. Let each atom jump at some rate $K(\theta)$ that depends on the local temperature alone. The same sum over temperatures gives

$$
N=\frac{nBp}{D}\left(\frac Sc\right)^p\int_0^\infty K(\theta)\,\theta^{-p-1}d\theta .
$$

The integral does not contain $S$, so the power $p$ remains if the integral is finite. For rates that behave as powers at the two ends, this requires that $K$ grow more slowly than $\theta^p$ at high temperature and fall faster than $\theta^p$ at low temperature. The Arrhenius rate meets both conditions, since it tends to the constant $\nu$ in the first limit and vanishes faster than any power in the second.

Q: And the constant heat capacity and diffusivity? Real solids have neither.

A: They are needed for the prefactors that I derived. The power survives under a weaker condition. Let the thermal energy density be a function $h(\theta)$ and the conductivity a function $\kappa(\theta)$, so that

$$
\frac{\partial h(\theta)}{\partial t}=\nabla\cdot\left[\kappa(\theta)\nabla\theta\right].
$$

Suppose $\theta_1(\mathbf r,t)$ solves this for a source $S$. Consider $\theta_1(\mathbf r/\lambda,t/\lambda^2)$. One time derivative yields $\lambda^{-2}$, and two space derivatives also yield $\lambda^{-2}$, so the stretched field is a solution too. Its energy is $\lambda^dS$, because lengths are stretched and temperatures are not. Its jump count is larger by $\lambda^d$ from the volume and by $\lambda^2$ from the time. Energy multiplied by $\lambda^d$ thus gives jumps multiplied by $\lambda^{d+2}=(\lambda^d)^{1+2/d}$.

This assumes that a concentrated source has one solution and that its count is finite. Then material properties that depend on temperature alone change the prefactor and leave the power in place. The power is lost when something brings in a length or a time of its own that does not grow with the spike.

Q: Has the closed formula been compared with anything that does not pass through $\Omega$?

A: Yes, in two ways, for a barrier of 0.4 eV, $c=270\ \mathrm{nm^{-3}}$, $n=90\ \mathrm{nm^{-3}}$, $\nu=10\ \mathrm{ps^{-1}}$ and $D=1\ \mathrm{nm^2/ps}$. First, the jump rate was summed over a grid in radius and time, using the Gaussian temperature field. For 5000 eV at a point the sum is 11957.8 jumps, and the formula gives 11957.6. A second sum at one quarter of that energy gives the power 1.6666 between the two. For a line with 2000 eV/nm the sum is 12280.8 jumps/nm against 12280.5, and the power is 1.9998.

Second, the heat equation was solved numerically by passing heat between thin shells, without the Gaussian solution in time. The source had a width of 0.3 nm, since a grid cannot hold a true point. The counts are 11907 jumps and 12243.5 jumps/nm, lower than the formulas by 0.4% and 0.3%. Between half the energy and the full energy the powers are 1.676 and 2.010. The small excess over $5/3$ and $2$ has the sign that a finite source width must give, as the second half shows.

## Second half: where the jumps occur, and where the laws fail

Q: Let me collect what I have accepted so far, so that we argue about the same symbols.

A: The source $S$ is an energy $Q$ at a point ($d=3$) or an energy per length $F$ on a line ($d=2$). Temperature is the energy $\theta=k_BT$, the heat capacity per volume is $k_Bc$, and the heat diffusivity is $D$. There are $n$ atoms per volume, each with attempt rate $\nu$ and barrier $E$. With $a=d/2$ and $p=1+2/d$, the field and the number of jumps are

$$
\theta=\frac Sc\,\frac{e^{-r^2/4Dt}}{(4\pi Dt)^a},\qquad
N=A_d\frac{n\nu}{D}\left(\frac{S}{cE}\right)^p .
$$

The prefactors are $A_3=0.02226$ and $A_2=0.03979$, and the powers are $5/3$ and $2$. For the line, $N$ is a number per length. In the sum over temperatures, the variable $x=E/\theta$ carried the weight $x^{p-1}e^{-x}$.

Q: Put in numbers for an implantation. I distrust laws that are never evaluated.

A: Take hexagonal cobalt, treated as isotropic, with rough parameters: 90 atoms per nm³, three units of $k_B$ per atom, so $c=270\ \mathrm{nm^{-3}}$, and an attempt rate of 10 per ps. The barrier of 0.4 eV is an effective value for rearrangement in a hot, disordered core. It is not the barrier for a vacancy in the crystal. The diffusivity of 1 nm²/ps stands for heat carried by the lattice alone. The compact cascade receives 5000 eV, and the track 2000 eV/nm.

For the cascade,

$$
\frac{Q}{cE}=\frac{5000}{270\times0.4}=46.3\ \mathrm{nm^3},\qquad
46.3^{5/3}\approx597\ \mathrm{nm^5}.
$$

With $n\nu/D=900\ \mathrm{nm^{-5}}$, the law gives $0.02226\times900\times597\approx1.2\times10^4$ jumps. For the track,

$$
\frac{F}{cE}=\frac{2000}{270\times0.4}=18.5\ \mathrm{nm^2},
$$

and $0.03979\times900\times18.5^2\approx1.2\times10^4$ jumps per nm, or $1.2\times10^3$ per angstrom. The near equality of the two numbers is an accident of the chosen energies.

For ideal sources in a cold solid, the number of jumps grows as $Q^{5/3}$ for a point and $F^2$ for a line, which gives about $1.2\times10^4$ jumps, or jumps per nm, in the cobalt example. It remains to find at what temperatures and times these jumps occur, and how source width, a warm start, electrons and melting change the count and the power.

Numbers in the example were calculated in double precision.
